# Exchange-driven gap shrinkage: the cube-root law and its first correction

## Result

A neutral gas of electrons and holes, each with density $n$, fills one conduction band and one valence band of a semiconductor. Both bands are isotropic and twofold spin-degenerate, and the temperature is zero. First-order exchange brings the band edges closer by

$$D_0=\frac{e^2k_F}{\pi^2\varepsilon_0\varepsilon_r}=C\,n^{1/3},\qquad C=\frac{(3\pi^2)^{1/3}e^2}{\pi^2\varepsilon_0\varepsilon_r},\qquad k_F=(3\pi^2n)^{1/3}.$$

Here $\varepsilon_r$ is the permittivity of the host, and $D>0$ means a smaller gap. If the carriers also screen one another, treated statically, the high-density expansion is

$$D=C\,n^{1/3}\left[1-\frac{\pi}{4}s+O(s^2)\right],\qquad s=\frac{\kappa}{k_F}\propto n^{-1/6},$$

where $\kappa$ is the inverse screening length. The cube root belongs to the bare exchange term. The full gap shift approaches it as $s\to0$.

## Scaling estimate

The Pauli principle keeps carriers of like spin apart by a distance of order $n^{-1/3}$. With $g=e^2/(4\pi\varepsilon_0\varepsilon_r)$, the Coulomb energy at that distance is $g\,n^{1/3}$. This fixes the power, because bare exchange at zero temperature contains no other length. The prefactor requires the integral below.

## Leading term

For two electrons of like spin in plane waves $\mathbf k,\mathbf k'$ in a volume $\Omega$, the antisymmetric state has interaction energy $[V(0)-V(\mathbf k-\mathbf k')]/\Omega$, with $V(q)=4\pi g/q^2$. The direct terms $V(0)$ cancel between electrons and holes by neutrality. Summing the exchange terms over occupied states of one spin gives

$$\Sigma(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi g}{|\mathbf k-\mathbf k'|^2}.$$

The Fermi wavevector follows from counting both spins:

$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.$$

At $k=0$ the volume element $4\pi k'^2dk'$ cancels the denominator:

$$\Sigma(0)=-\frac{4\pi g}{8\pi^3}\,4\pi\int_0^{k_F}dk'=-\frac{2g}{\pi}k_F.$$

The conduction edge falls by $2gk_F/\pi$. For the valence band, the exchange with the full band is already part of the unexcited gap. Each hole removes one negative exchange term, so the valence edge rises by the same amount. Adding the two shifts gives $D_0=4gk_F/\pi$, which is the stated result once $g$ is inserted. No mass appears, since exchange depends on which states are filled and not on their energies. If only one type of carrier is present, first-order exchange moves only its own edge and the shrinkage is halved.

The power can be checked without the integral. The sum of $1/k^2$ was taken over the discrete plane waves of a box, for filled spheres of radius 12, 24 and 48 in units of the state spacing. Differences between fillings remove the constant left by the omitted $k=0$ term. They grow with particle number with exponent 0.3313, within 1% of $1/3$.

### Away from the edge

For general $k$, the angular integral is

$$\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{1}{kk'}\ln\left|\frac{k+k'}{k-k'}\right|.$$

The radial integral then follows from

$$\int_0^{k_F}k'\ln\left|\frac{k+k'}{k-k'}\right|dk'=kk_F+\frac{k_F^2-k^2}{2}\ln\left|\frac{k_F+k}{k_F-k}\right|,$$

which is confirmed by differentiating with respect to $k_F$: the derivative of the logarithm contributes $-k$ and cancels the $+k$ from the first term. Multiplying by $2\pi/k$ and writing $x=k/k_F$,

$$\Sigma(k)=\Sigma(0)F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

Since $F(0)=1$ and $F(1)=1/2$, the transition energy at $k_F$ falls by half as much as the edge gap. The shift is not rigid.

## First correction: screening

A slowly varying potential energy $\phi$ changes the density of each gas by $-(\partial n/\partial E_F)\phi$. Poisson's equation then replaces $1/q^2$ by $1/(q^2+\kappa^2)$, with

$$\kappa^2=4\pi g\sum_i\frac{\partial n}{\partial E_{F,i}}=4\pi g\sum_i\frac{m_ik_F}{\pi^2\hbar^2}.$$

The last step uses $n\propto E_F^{3/2}$, so that $\partial n/\partial E_F=3n/(2E_F)$, with $E_F=\hbar^2k_F^2/2m$. Thus $\kappa\propto k_F^{1/2}$ and $s\propto k_F^{-1/2}\propto n^{-1/6}$.

Screening has two effects on an edge. First, the exchange is weakened:

$$\frac{2g}{\pi}\int_0^{k_F}\frac{k^2\,dk}{k^2+\kappa^2}=\frac{2g}{\pi}\left[k_F-\kappa\arctan\frac{k_F}{\kappa}\right].$$

Secondly, an added charge polarizes the gas around it and lowers its own energy. This is the Coulomb-hole term. The induced potential grows in proportion to the charge as the charge is built up, so the energy is half the final charge times the induced potential:

$$\frac12\int\frac{d^3q}{(2\pi)^3}4\pi g\left[\frac1{q^2+\kappa^2}-\frac1{q^2}\right]=-\frac g\pi\int_0^\infty\frac{\kappa^2\,dq}{q^2+\kappa^2}=-\frac{g\kappa}{2}.$$

It has the same sign for an added electron and an added hole, so it also narrows the gap. Dividing the sum of the two shifts by $2gk_F/\pi$ gives

$$R(s)=\frac{D}{D_0}=1-s\arctan\frac1s+\frac{\pi s}{4}.$$

For small $s$, $\arctan(1/s)=\pi/2-s+O(s^3)$, and therefore

$$R=1-\frac{\pi s}{2}+s^2+\frac{\pi s}{4}+O(s^4)=1-\frac{\pi s}{4}+s^2+O(s^4).$$

Half of the linear loss of exchange is returned by the Coulomb hole. The linear coefficient comes from $q\sim\kappa\ll k_F$, where the long-wave form of screening is justified. Wavevectors of order $k_F$ contribute at relative order $s^2$, so the $s^2$ coefficient belongs to this screening model. Dynamic screening is left out.

The local exponent follows from $ds/d\ln n=-s/6$:

$$\frac{d\ln D}{d\ln n}=\frac13+\frac{\pi s}{24}+O(s^2).$$

### The opposite limit

In this long-wave model, $s\arctan(1/s)\to1$ for large $s$, so $R\to\pi s/4$ and $D\propto k_Fs\propto n^{1/6}$. The Coulomb hole then dominates. Between the limits, $R(1)=1$, because $\arctan 1=\pi/4$. At $s=1$ this model returns the bare exchange value, although the mechanism is largely different.

At such $s$ the long-wave response is no longer adequate. First-order perturbation theory gives, at zero temperature,

$$P(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}=\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}k\ln\left|\frac{2k+q}{2k-q}\right|dk,$$

taken as a principal value. The radial integral above, with $k$ replaced by $q/2$, equals $qk_FF(q/2k_F)$. Hence

$$P(q)=\frac{mk_F}{\pi^2\hbar^2}F\!\left(\frac q{2k_F}\right).$$

This is the static Lindhard response. It reduces to $\partial n/\partial E_F$ at small $q$ and falls as $1/q^2$ at short wavelengths. For large $s$ the Coulomb hole is then set by wavevectors of order $(\kappa k_F)^{1/2}$ instead of $\kappa$, so it grows as $n^{1/4}$ and not as $n^{1/6}$. At finite temperature the Fermi function is a superposition of filled spheres with weight $-df/dk$, and $P$ is averaged accordingly. The screened values in the example use this response.

## Thermal correction

At finite temperature the bare edge shift is $(2g/\pi)I$, with $I=\int_0^\infty f\,dk$. Let $t=k_BT/E_F\ll1$. The Sommerfeld expansion adds $(\pi^2/6)(k_BT)^2h'(\mu)$ to the zero-temperature integral of a function $h(E)$. For $I$, $h\propto E^{-1/2}$; for the density, $h\propto E^{1/2}$. To order $t^2$,

$$I\propto\mu^{1/2}\left(1-\frac{\pi^2t^2}{24}\right),\qquad n\propto\mu^{3/2}\left(1+\frac{\pi^2t^2}{8}\right).$$

Fixed density requires $\mu=E_F(1-\pi^2t^2/12)$. The factor $\mu^{1/2}$ then supplies another $-\pi^2t^2/24$, and

$$I=k_F\left(1-\frac{\pi^2}{12}t^2\right).$$

Since $t^2\propto n^{-4/3}$ at fixed temperature, this correction vanishes faster than the screening term. It raises the local exponent of that band's exchange to $1/3+\pi^2t^2/9$.

In a dilute gas, $f=ze^{-k^2/2\sigma^2}$ with $\sigma^2=mk_BT/\hbar^2$. Then $\int k^2f\,dk=\sigma^2\int f\,dk$, while $n=\pi^{-2}\int k^2f\,dk$. Therefore

$$I=\frac{\pi^2n}{\sigma^2}=\frac{2E_F}{3k_BT}\,k_F.$$

The second form uses $\pi^2n=k_F^3/3$. The bare exchange shift is now linear in $n$: its cube root requires degeneracy.

## Example: a bulk InGaAsP amplifier

Rough typical values for operation near 1550 nm are a gap of 0.80 eV, masses $0.045\,m_0$ for electrons and $0.45\,m_0$ for heavy holes, $\varepsilon_r=13.9$, and $n=2\times10^{18}$ cm⁻³. The lattice temperature is 300 K, and the unexcited gap is held fixed.

The spacing $n^{-1/3}=7.94$ nm gives a Coulomb energy of 13.1 meV. The exact factor between this estimate and the exchange shift of one edge is $(2/\pi)(3\pi^2)^{1/3}=1.969$, so

$$|\Sigma(0)|=1.969\times13.1\ \text{meV}\approx25.7\ \text{meV},\qquad D_0=51.4\ \text{meV}.$$

Dividing by $n^{1/3}=1.26\times10^6$ cm⁻¹ gives $C=4.08\times10^{-8}$ eV cm. The edge gap becomes 0.749 eV, and its wavelength moves from 1550 to 1656 nm. This is not the gain peak. Band filling raises the transition energy at $k_F$ by $128.6+12.9=141.5$ meV at zero temperature, while exchange lowers it there by 25.7 meV. These Fermi energies assume parabolic bands. A Kane dispersion $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha\approx1/E_g$ lowers the electron value from 128.6 to about 113 meV; the bare zero-temperature exchange, which depends only on $k_F$, is unchanged.

**Temperature.** For electrons, $t=25.9/128.6=0.20$. The expansion gives $25.7\,(1-0.033)=24.8$ meV, against 24.7 meV from the full thermal integral. For holes, $k_BT$ is twice $E_F$, so the dilute form applies better: $25.7\times2(12.9)/(3\times25.9)=8.5$ meV, against 7.8 meV. The bare exchange total falls to 32.5 meV and its local exponent rises to 0.519. The heavy holes are the main reason, since they are not degenerate.

**Screening.** At zero temperature $s=1.48$. The truncated factor $1-\pi s/4=-0.16$ is meaningless here. Because $s\propto n^{-1/6}$, reaching $s=0.1$ would take a density about $10^7$ times larger, so the linear correction describes the approach to the law and cannot be used at amplifier densities. With static Lindhard screening at 300 K, the shrinkage is 37.9 meV: 9.5 meV from screened exchange and 28.3 meV from the Coulomb hole (the total was summed before the parts were rounded).

| $n$ (cm⁻³) | Cube-root law (meV) | Screened, 300 K (meV) |
|---|---:|---:|
| $1\times10^{18}$ | 40.8 | 29.1 |
| $2\times10^{18}$ | 51.4 | 37.9 |
| $4\times10^{18}$ | 64.8 | 48.7 |

The local exponent of the screened result at $2\times10^{18}$ cm⁻³ is 0.371, close to $1/3$, although three quarters of the shift is not exchange. A fitted cube root therefore does not identify exchange as the cause. At 30 K, with the other inputs unchanged, the total is 43.3 meV and the exponent 0.290.

**Valence degeneracy.** Near the edge, heavy and light holes share four spin-3/2 states. In a spherical model, the average over directions of the projector onto the two heavy-hole states is invariant under rotation, hence a multiple of the unit matrix. Its trace is 2, so the multiple is $1/2$; the same holds for light holes. The hole share of the exchange becomes $(k_h+k_l)/(2k_F)$, where $k_h^3+k_l^3=k_F^3$ and $k_l/k_h=\sqrt{m_l/m_h}$. With a rough light-hole mass of $0.055\,m_0$ the share is 0.665, and $D_0$ becomes $25.7\times1.665=42.8$ meV. The power is unchanged at zero temperature.

**Relation to a real amplifier.** The density and material values are in the usual range for such a device, but the assumption of degenerate holes fails at room temperature. Thermal occupation lowers the bare exchange estimate from 51.4 to 32.5 meV, almost entirely through the holes; including screening as well gives 37.9 meV. The background permittivity is a further uncertainty: a rough high-frequency value of 11.6 in place of 13.9 raises the bare zero-temperature result to 61.6 meV. The screened calculation still omits dynamic screening, vertex corrections and the valence overlap factors, so 37.9 meV is a model estimate and not a measured shift. For this example, a few tens of meV is the supported conclusion. The numerical output lists the remaining values.

## Table of computed values

```
input gap: 0.80 eV
input masses e, hh, lh: 0.045, 0.45, 0.055 m0
input permittivity, static / fast: 13.9 / 11.6
input density: 2.0e+18 cm^-3
input temperature: 300 K
exponent from box state sums: 0.3313
spacing n^(-1/3): 7.94 nm
Coulomb energy at spacing: 13.1 meV
edge shift / that energy: 1.969
Fermi wavevector: 0.3898 nm^-1
exchange shift of one edge: 25.7 meV
gap shrinkage D, bare exchange: 51.4 meV
coefficient C: 4.08e-08 eV cm
shrinkage at kF: 25.7 meV
shifted gap: 0.749 eV
gap wavelength before: 1550 nm
gap wavelength after: 1656 nm
n=1e+18 cm^-3: law 40.8 meV, screened 300 K 29.1 meV
n=2e+18 cm^-3: law 51.4 meV, screened 300 K 37.9 meV
n=4e+18 cm^-3: law 64.8 meV, screened 300 K 48.7 meV
Fermi energy, electrons: 128.6 meV
Fermi energy, holes: 12.9 meV
band filling, sum at T=0: 141.5 meV
thermal energy kT: 25.9 meV
electron bare exchange at 300 K: 24.7 meV
hole bare exchange at 300 K: 7.8 meV
sum of bare exchange at 300 K: 32.5 meV
local exponent, bare exchange 300 K: 0.519
screening kappa/kF at T=0: 1.48
screening kappa/kF at 300 K: 0.89
screened exchange at 300 K: 9.5 meV
Coulomb-hole part at 300 K: 28.3 meV
screened total at 300 K: 37.9 meV
local exponent, screened 300 K: 0.371
screened exchange at 30 K: 6.6 meV
Coulomb-hole part at 30 K: 36.7 meV
screened total at 30 K: 43.3 meV
local exponent, screened 30 K: 0.290
hole share with hh-lh degeneracy: 0.665
D with that hole share, T=0: 42.8 meV
D with fast permittivity: 61.6 meV
```
